\section*{Sharvin Resistance by Mode Counting and Its Diffusive Counterpart, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ballistic opening}

Two large pieces of the same metal are separated by a thin insulating wall and touch through a circular opening of radius $a$. A small voltage $V$ is applied between points far from the opening on either side. The task is to find the resistance when electrons cross the opening without scattering, to find it again when they scatter many times near the opening, and to compare how the two results depend on $a$.

The electrons are free, with mass $m_e$, Fermi wavenumber $k$, Fermi energy $E_F=\hbar^2k^2/2m_e$ and Fermi speed $v_F=\hbar k/m_e$. The elementary charge $e$ is positive, and $V$ and the current $I$ are taken as positive magnitudes. Spin is included as a factor of two. The bulk resistivity is $\rho$, the mean free path is $l$, and all resistances are two-terminal values, which include both sides of the opening. In this first half $l\gg a$.

For the wave treatment the opening is given some shape along its axis $z$: it is a neck with hard walls whose radius $a(z)$ has its smallest value $a$ at $z=0$ and widens slowly on both sides. Part (d) examines what changes if the opening is instead a hole in a thin wall.

\subsection*{(a) Which waves pass through the neck?}

Find the transverse modes of the neck, and state the condition for a mode at the Fermi energy to be transmitted.

\textbf{Solution.} At a fixed position $z$, write the transverse wave as $\chi(r)e^{im\theta}$ with integer $m$. It obeys
\begin{equation}
\chi''+\frac{1}{r}\chi'-\frac{m^2}{r^2}\chi+q^2\chi=0 .
\end{equation}
The solution that stays finite on the axis is the Bessel function $J_{|m|}(qr)$. The wave must vanish at the wall $r=a(z)$, so $q\,a(z)$ is one of the positive zeros $j$ of $J_{|m|}$. The values $m$ and $-m$ give the same zero, so each zero with $m\neq0$ counts for two modes.

Now let the full wave be $f(z)\,a(z)^{-1}J_{|m|}\!\left(jr/a(z)\right)e^{im\theta}$. The factor $1/a(z)$ keeps the norm of the transverse part the same at every $z$, so that $f$ alone carries the current. The neck widens slowly, so the $z$ derivatives of the transverse factor are dropped. These terms would mix different modes, and they would add to each mode a potential smaller than $j^2/a(z)^2$ by a factor of order $(da/dz)^2$. The transverse part of the Laplacian gives $-j^2/a(z)^2$, and the Schr\"odinger equation at energy $E_F$ becomes
\begin{equation}
f''+\left[k^2-\frac{j^2}{a(z)^2}\right]f=0 .
\end{equation}
Each mode moves in one dimension against a barrier of height $\hbar^2j^2/2m_ea^2$, reached at the narrowest point. If $j<ka$, the bracket is positive everywhere and the wave runs through. If $j>ka$, there is a region in which the wave decays, and most of it is reflected.

The sharpness of this rule can be found for the profile $a(z)=a\cosh(z/L)$. With $K=j/a>k$, the decay integral across the forbidden region is
\begin{equation}
S(k)=\int\sqrt{\frac{K^2}{\cosh^2(z/L)}-k^2}\;dz .
\end{equation}
The integrand vanishes at the end points, so only the integrand is differentiated with respect to $k$. With $s=\sinh(z/L)$ and $dz=L\,ds/\cosh(z/L)$,
\begin{equation}
\frac{dS}{dk}=-k\int\frac{L\,ds}{\sqrt{K^2-k^2-k^2s^2}}=-k\,\frac{\pi L}{k}=-\pi L .
\end{equation}
The forbidden region shrinks to nothing at $k=K$, so $S(K)=0$ and $S=\pi L(K-k)$. When $S$ is well above one, the semiclassical transmission of a closed mode is about
\begin{equation}
e^{-2S}=e^{-2\pi(L/a)(j-ka)} .
\end{equation}
This form does not hold close to $j=ka$, where a mode is partly transmitted and partly reflected. Further into the closed range the leakage falls by a factor $e$ each time $j-ka$ grows by $a/(2\pi L)$, which is a small step for a long neck.

A direct integration of the equation for $f$ with $L=3a$ and $ka=10.5$ tests the rule. There are 23 modes with $j<ka$, and the transmissions of all modes with $j<14$ add up to 22.996. Mode mixing is neglected in this calculation as well. The value $ka=10.5$ lies in a gap between the zeros 10.17 and 11.06, which is the favourable case. When $ka$ is close to a zero, that mode is only partly open, and the sum departs from the count.

\subsection*{(b) How much current does one open mode carry?}

Find the conductance of a single transmitted mode, and show whether it depends on the speed of the electrons in it.

\textbf{Solution.} Electrons that enter from the left carry the occupation $f_L(E)$ of the left metal, and those that enter from the right carry $f_R(E)$. The voltage raises the left occupation in energy by $eV$ relative to the right one. A one-dimensional mode has $dk_z/2\pi$ states per unit length for each spin. With full transmission the net current is
\begin{equation}
I=2e\int\frac{dk_z}{2\pi}\,v\,(f_L-f_R),\qquad v=\frac{1}{\hbar}\frac{dE}{dk_z},
\end{equation}
where the integral covers forward-moving states. Since $v\,dk_z=dE/\hbar$,
\begin{equation}
I=\frac{2e}{2\pi\hbar}\int(f_L-f_R)\,dE=\frac{2e}{h}\,eV .
\end{equation}
The last step uses the fact that the two occupations are the same function displaced by $eV$, so the area between them is $eV$ when the band extends well beyond the thermal range. Each open mode thus has the conductance
\begin{equation}
G_1=\frac{2e^2}{h} .
\end{equation}
A fast mode delivers its electrons sooner, but it has fewer states per unit energy in the same proportion. The cancellation did not use the form of $E(k_z)$, so it also holds for a band that is not parabolic.

A perfectly transmitting neck still has a finite resistance because a limited number of modes must connect two metals that each supply many more. No energy is lost in the neck itself in this model. The electrons arrive with excess energy and give it up inside the metals.

\subsection*{(c) How many modes are open?}

Count the modes with $j<ka$ for $ka\gg1$. Find the leading term and the first correction caused by the wall.

\textbf{Solution.} The modes are the standing waves in a disk of radius $a$ whose transverse wavenumber is below $k$. Each normalized mode has a squared amplitude that integrates to one over the disk. The number of modes is therefore the integral over the disk of the summed squared amplitudes.

Far from the wall, plane waves fill the transverse wavevector plane with density $1/(2\pi)^2$ per unit area. The disk $|\mathbf q|<k$ then contributes
\begin{equation}
\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{4\pi}
\end{equation}
modes per unit area. Over the opening this gives $\pi a^2\cdot k^2/4\pi=(ka)^2/4$.

Close to the wall the waves must vanish. When $a\gg1/k$ the wall is nearly flat on the scale of a wavelength. Let $x$ be the distance from it. A standing wave in a long interval of length $X$ is $\sqrt{2/X}\,\sin q_xx$ with $q_x>0$, and its wavenumbers are spaced by $\pi/X$. Its summed squared amplitude is
\begin{equation}
\int_0\frac{X\,dq_x}{\pi}\,\frac{2}{X}\sin^2q_xx
=\int_0\frac{dq_x}{\pi}\,(1-\cos2q_xx) .
\end{equation}
The integrand is even, so this equals the integral over both signs of $q_x$ with $dq_x/2\pi$. Compared with the interior, the wall removes the cosine term. The number of modes removed per unit length of wall is
\begin{equation}
\int_0^\infty dx\int_{|\mathbf q|<k}\frac{d^2q}{(2\pi)^2}\cos2q_xx
=\int_{|\mathbf q|<k}\frac{d^2q}{4\pi^2}\,\frac{\pi}{2}\,\delta(q_x)
=\frac{1}{4\pi^2}\cdot\frac{\pi}{2}\cdot2k=\frac{k}{4\pi} .
\end{equation}
The first equality follows from $\int_0^\infty\cos(ux)\,dx=\pi\delta(u)$ with $u=2q_x$ and $\delta(2q_x)=\delta(q_x)/2$. The line $q_x=0$ inside the disk has length $2k$, which gives the last factor. Multiplication by the perimeter $2\pi a$ gives $ka/2$, so
\begin{equation}
N\simeq\frac{(ka)^2}{4}-\frac{ka}{2} .
\end{equation}
Relative to the leading term the correction is $-2/(ka)$. Physically, the wall excludes the waves from a layer a fraction of a wavelength thick, and the usable area is smaller than the geometric one.

The law was tested against the zeros of the Bessel functions, counted one by one. Averaged over $60\le ka\le110$, the true count exceeds the two-term law by 0.16 modes. The count itself moves in steps, so at a single value of $ka$ the difference can be larger than this average.

\subsection*{(d) The ballistic resistance}

Combine the results to leading order. Then decide whether the answer requires a slowly widening neck.

\textbf{Solution.} The open modes conduct in parallel, so $G_S=N\cdot2e^2/h$. With the leading term of $N$,
\begin{equation}
R_S=\frac{h}{2e^2}\,\frac{4}{(ka)^2} .
\end{equation}
This is the Sharvin resistance.

For a hole in a thin wall, treat the electrons as classical particles, which is justified when the wavelength is much smaller than $a$. The electrons that carry the net current lie in an energy window $eV$ at the Fermi level. The density of states per unit volume follows from $n=k^3/3\pi^2$:
\begin{equation}
g=\frac{dn}{dE}=\frac{k^2}{\pi^2}\,\frac{dk}{dE}
=\frac{k^2}{\pi^2}\,\frac{m_e}{\hbar^2k}=\frac{m_ek}{\pi^2\hbar^2} .
\end{equation}
Their directions fill the sphere evenly, and those with $c=\cos\theta>0$ move toward the opening. The average of $c$ over the forward half, taken relative to the whole sphere, is $\tfrac12\int_0^1c\,dc=\tfrac14$. The conductance per unit area is
\begin{equation}
\frac{G_S}{\pi a^2}=\frac{e^2gv_F}{4}
=\frac{e^2}{4}\,\frac{m_ek}{\pi^2\hbar^2}\,\frac{\hbar k}{m_e}
=\frac{e^2k^2}{4\pi^2\hbar} .
\end{equation}
The mode count gives $(2e^2/h)(k^2/4\pi)=e^2k^2/(4\pi^2\hbar)$, which is the same. The leading term therefore holds for both shapes. The correction $-ka/2$ was derived for the hard-wall neck and is not claimed for the thin wall.

\subsection*{(e) The same resistance in bulk quantities}

Express $R_S$ through $\rho$ and $l$, and explain what the appearance of $\rho$ means.

\textbf{Solution.} In the bulk, let a field $\mathcal E$ act on a carrier of charge $Q=-e$, and let scattering restore equilibrium in a time $\tau=l/v_F$. The steady Boltzmann equation is
\begin{equation}
Q\mathcal E\,v_z\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau}
\quad\Longrightarrow\quad
\delta f=Q\mathcal E\tau v_z\left(-\frac{\partial f_0}{\partial E}\right).
\end{equation}
The current density is the sum of $Qv_z\,\delta f$ over all states. At low temperature $-\partial f_0/\partial E$ selects the Fermi level, and the average of $v_z^2$ over directions is $v_F^2/3$. Hence
\begin{equation}
\frac1\rho=\frac{e^2gv_F^2\tau}{3}=\frac{e^2gv_Fl}{3} .
\end{equation}
Division of the flux result in (d) by this conductivity gives $G_S\rho/(\pi a^2)=3/(4l)$, so
\begin{equation}
R_S=\frac{4\rho l}{3\pi a^2},\qquad
\rho l=\frac{3}{e^2gv_F}=\frac{3\pi^2\hbar}{e^2k^2} .
\end{equation}
The product $\rho l$ depends on $k$ alone. If impurities are added at fixed carrier density, $\rho$ rises and $l$ falls by the same factor, and $R_S$ does not change. The resistivity in the formula is a way to express the carrier density and does not signal scattering in the opening.

\subsection*{(f) Mode numbers for a strontium contact}

Take rough values for strontium, with two free carriers per atom and a density of $3.6\times10^{22}\,\mathrm{cm^{-3}}$. Find $R_S$ for $a=1$, 3 and 10 nm, and judge the leading term against the counted modes.

\textbf{Solution.} The density is $36\,\mathrm{nm^{-3}}$, so $k=(3\pi^2\cdot36)^{1/3}=10.22\,\mathrm{nm^{-1}}$ and $E_F=3.98$ eV. For $a=10$ nm, $ka=102.15$ and $(ka)^2/4=2608.7$. With $h/2e^2=12906.4\ \Omega$,
\begin{equation}
R_S=\frac{12906.4\ \Omega}{2608.7}=4.95\ \Omega .
\end{equation}
The other radii follow in the same way. The last column uses the true count for a hard-wall neck.
\begin{center}
\begin{tabular}{ccccc}
$a$ (nm) & $(ka)^2/4$ & counted $N$ & $R_S$ ($\Omega$) & $h/2e^2N$ ($\Omega$)\\
1 & 26.1 & 23 & 495 & 561\\
3 & 234.8 & 222 & 55.0 & 58.1\\
10 & 2608.7 & 2556 & 4.95 & 5.05
\end{tabular}
\end{center}
Relative to $R_S$, the counted modes raise the resistance by 13\,\% at 1 nm, 6\,\% at 3 nm and 2\,\% at 10 nm. The count treats every mode as fully open or fully closed. At 1 nm the two modes with $j=10.17$ lie just below $ka=10.22$ and are partly reflected; for the profile of part (a) with $L=3a$ the transmissions add up to about 22.4, which gives $577\ \Omega$. At 1 nm a further limit appears. The 18 atoms per cubic nanometre have a typical spacing of $18^{-1/3}\approx0.4$ nm, so the opening is only a few atoms wide, and a smooth circular wall is a poor picture of it.

\section{The diffusive opening and the comparison}

As before, $a$ is the radius of the opening, $k$ the Fermi wavenumber, $\rho$ the bulk resistivity, $l$ the mean free path and $V$ the applied voltage. The first half gave the ballistic resistance
\begin{equation}
R_S=\frac{h}{2e^2}\frac{4}{(ka)^2}=\frac{4\rho l}{3\pi a^2},
\end{equation}
valid for $l\gg a$ and $ka\gg1$, with $\rho l$ fixed by $k$. The counted modes of a hard-wall neck follow $N\simeq(ka)^2/4-ka/2$, and each conducts $2e^2/h$. From here on the opening is a hole in a thin insulating wall unless a neck is mentioned.

For $l\gg a$ and $ka\gg1$ the resistance of the opening is $R_S$, which varies as $1/a^2$ and, at fixed carrier density, does not depend on the scattering in the metal. It remains to find the resistance for $l\ll a$ and to compare how the two results depend on $a$.
